# Closed T-matrix and phase shifts of an ultrasoft pseudopotential: test program

```python
"""Scattering by an ultrasoft pseudopotential in one angular-momentum channel.

Result under test (Hartree atomic units, energy eps = k^2/2 > 0):
    t = [W^-1 - g]^-1,  W = D - eps q,  g_ij = <beta_i|G_loc(eps) beta_j>,
    S_nl = exp(2 i delta_nl) = 1 - (4 i/k) b.t.b,  b_i = <beta_i|u>,
    delta = delta_loc + delta_nl (mod pi).
u, v : local waves tending to sin and cos of (k r - l pi/2 + delta_loc)
beta : projectors, zero beyond RC;  D, q : strength and overlap matrices
G_loc: outgoing resolvent (eps - H_loc + i0)^-1 of the local Hamiltonian
The reference ("all-electron") problem is a Gaussian well.
"""
from functools import lru_cache
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eig
from scipy.special import spherical_jn, spherical_yn, eval_jacobi

L = 2                       # angular momentum
DEPTH, WIDTH = 13.0, 1.0    # Gaussian well: Ha, bohr
RC, RMAX, R0 = 1.8, 6.0, 1e-4
EREF = np.array([0.2, 1.0])
NQ, NB = 120, 100           # quadrature nodes per panel, basis size
CENT = L * (L + 1)

x_leg, w_leg = np.polynomial.legendre.leggauss(NQ)
r_in, w_in = RC * (x_leg + 1) / 2, RC * w_leg / 2
r_out = RC + (RMAX - RC) * (x_leg + 1) / 2
w_out = (RMAX - RC) * w_leg / 2
points = np.concatenate([r_in, [RC, RMAX]])

# Matrix giving the running integral from 0 to each inner node.
P = np.polynomial.legendre.legvander(x_leg, NQ)
degree = np.arange(NQ)
anti = np.empty((NQ, NQ))
anti[:, 0] = x_leg + 1
anti[:, 1:] = (P[:, 2:] - P[:, :-2]) / (2 * degree[1:] + 1)
running = RC / 2 * anti @ ((2 * degree[:, None] + 1) / 2
                           * P[:, :NQ].T * w_leg)


def v_full(r):
    return -DEPTH * np.exp(-(r / WIDTH) ** 2)


def v_local(r):
    """Second-order Taylor polynomial in r^2 inside RC, full well outside."""
    d = (RC ** 2 - r ** 2) / WIDTH ** 2
    return np.where(r < RC, v_full(RC) * (1 + d + d * d / 2), v_full(r))


def free_waves(k, r):
    """Free waves tending to sin and cos of (kr - l pi/2), and slopes."""
    x = k * r
    j, y = spherical_jn(L, x), spherical_yn(L, x)
    dj = spherical_jn(L, x, derivative=True)
    dy = spherical_yn(L, x, derivative=True)
    return x * j, k * (j + x * dj), -x * y, -k * (y + x * dy)


def integrate(potential, eps, start, span, where):
    def rhs(r, y):
        return [y[1], (CENT / r ** 2 + 2 * (potential(r) - eps)) * y[0]]
    sol = solve_ivp(rhs, span, start, method="DOP853", t_eval=where,
                    rtol=1e-11, atol=1e-30)
    assert sol.success
    return sol.y


def regular_wave(potential, eps):
    """Regular wave of unit asymptotic amplitude, its slope and phase."""
    c = (float(potential(0.0)) - eps) / (2 * L + 3)
    start = [R0 ** (L + 1) * (1 + c * R0 ** 2),
             (L + 1) * R0 ** L + c * (L + 3) * R0 ** (L + 2)]
    y, dy = integrate(potential, eps, start, (R0, RMAX), points)
    k = np.sqrt(2 * eps)
    s, ds, c0, dc = free_waves(k, RMAX)
    a_cos = -(y[-1] * dc - dy[-1] * c0) / k
    a_sin = -(s * dy[-1] - ds * y[-1]) / k
    amplitude = np.hypot(a_cos, a_sin)
    return y / amplitude, dy / amplitude, np.arctan2(a_sin, a_cos)


def irregular_wave(potential, eps, delta):
    s, ds, c, dc = free_waves(np.sqrt(2 * eps), RMAX)
    start = [np.cos(delta) * c - np.sin(delta) * s,
             np.cos(delta) * dc - np.sin(delta) * ds]
    y, dy = integrate(potential, eps, start, (RMAX, R0), points[::-1])
    return y[::-1], dy[::-1]


def wrap(angle):
    """Phase difference modulo pi, between -pi/2 and pi/2."""
    return (angle + np.pi / 2) % np.pi - np.pi / 2


def slope(f, e, h=2e-3, fold=wrap):
    """Five-point derivative; fold removes jumps of pi in phases."""
    return (8 * fold(f(e + h) - f(e - h))
            - fold(f(e + 2 * h) - f(e - 2 * h))) / (12 * h)


# ---- construction of the ultrasoft potential --------------------------
full_in, pseudo_in, chi = [], [], []
powers = L + 1 + 2 * np.arange(5)
for e in EREF:
    y, dy, _ = regular_wave(v_full, e)
    f, f1 = y[-2], dy[-2]
    V = v_full(RC)
    F = CENT / RC ** 2 + 2 * (V - e)
    F1 = -2 * CENT / RC ** 3 - 4 * RC / WIDTH ** 2 * V
    F2 = (6 * CENT / RC ** 4
          + 2 * (4 * RC ** 2 / WIDTH ** 4 - 2 / WIDTH ** 2) * V)
    target = [f, f1, F * f, F1 * f + F * f1,
              F2 * f + 2 * F1 * f1 + F * F * f]
    rows = [[np.prod([p - m for m in range(d)]) * RC ** float(p - d)
             for p in powers] for d in range(5)]
    coef = np.zeros(powers[-1] + 1)
    coef[powers] = np.linalg.solve(np.array(rows, float), target)
    poly = np.polynomial.Polynomial(coef)
    ps = poly(r_in)
    full_in.append(y[:NQ])
    pseudo_in.append(ps)
    chi.append((e - v_local(r_in) - CENT / (2 * r_in ** 2)) * ps
               + poly.deriv(2)(r_in) / 2)
full_in, pseudo_in, chi = map(np.array, (full_in, pseudo_in, chi))
B = (pseudo_in * w_in) @ chi.T
beta = np.linalg.inv(B).T @ chi
q = (full_in * w_in) @ full_in.T - (pseudo_in * w_in) @ pseudo_in.T
D = B + q * EREF[None, :]
asymmetry = abs(D[0, 1] - D[1, 0])
assert asymmetry < 1e-6 * np.abs(D).max()
D = (D + D.T) / 2
I2 = np.eye(2)


# ---- closed T-matrix --------------------------------------------------
@lru_cache(maxsize=None)
def local_data(eps):
    """k, local phase, b, principal-value g, and the waves u, u', v, v'."""
    k = np.sqrt(2 * eps)
    u, du, delta = regular_wave(v_local, eps)
    v, dv = irregular_wave(v_local, eps, delta)
    b = beta @ (w_in * u[:NQ])
    inner = (beta * u[:NQ]) @ running.T
    m = (beta * v[:NQ] * w_in) @ inner.T
    return k, delta, b, -(2 / k) * (m + m.T), u, du, v, dv


def outgoing_g(eps):
    k, _, b, gp = local_data(eps)[:4]
    return gp - 2j / k * np.outer(b, b)


def closed_t(eps, W):
    return np.linalg.inv(np.linalg.inv(W) - outgoing_g(eps))


def t_any_rank(eps, W):
    return W @ np.linalg.inv(I2 - outgoing_g(eps) @ W)


def s_nonlocal(eps, W, tmat=closed_t):
    k, _, b = local_data(eps)[:3]
    return 1 - 4j / k * (b @ tmat(eps, W) @ b)


def phase(eps, W=None, tmat=closed_t):
    W = D - eps * q if W is None else W
    return local_data(eps)[1] + np.angle(s_nonlocal(eps, W, tmat)) / 2


def phase_full(eps):
    return regular_wave(v_full, eps)[2]


def real_solution(eps):
    """tan(delta_nl) and projections c for the wave u + tan(delta_nl) v."""
    k, _, b, gp = local_data(eps)[:4]
    W = D - eps * q
    c = np.linalg.solve(I2 - gp @ W, b)
    return -(2 / k) * (b @ W @ c), c


def log_derivative(eps):
    u, du, v, dv = local_data(eps)[4:]
    tau = real_solution(eps)[0]
    return (du[-2] + tau * dv[-2]) / (u[-2] + tau * v[-2])


# ---- independent variational solution --------------------------------
def basis(r, wall):
    """Polynomials r^(l+1) (RMAX-r)^wall Jacobi_n and their slopes."""
    a, b = 2 * wall, 2 * L + 2
    x = 2 * r / RMAX - 1
    pre = r ** (L + 1) * (RMAX - r) ** wall
    dpre = (L + 1) * r ** L * (RMAX - r) ** wall - wall * r ** (L + 1)
    f, df = [], []
    for n in range(NB):
        p = eval_jacobi(n, a, b, x)
        dp = (0 * x if n == 0 else (n + a + b + 1) / RMAX
              * eval_jacobi(n - 1, a + 1, b + 1, x))
        f.append(pre * p)
        df.append(dpre * p + pre * dp)
    return np.array(f), np.array(df)


r_all, w_all = np.concatenate([r_in, r_out]), np.concatenate([w_in, w_out])


def local_matrices(wall):
    f, df = basis(r_all, wall)
    norm = np.sqrt((f ** 2) @ w_all)[:, None]
    f, df = f / norm, df / norm
    pot = v_local(r_all) + CENT / (2 * r_all ** 2)
    H = (df * w_all) @ df.T / 2 + (f * w_all * pot) @ f.T
    edge = basis(np.array([RMAX]), wall)[0][:, 0] / norm[:, 0]
    return H, (f * w_all) @ f.T, (f[:, :NQ] * w_in) @ beta.T, edge


E0 = 0.5
H, S, proj, edge = local_matrices(0)
k0, dloc0, b0, gp0, u0, du0, v0, dv0 = local_data(E0)
s, ds, c, dc = free_waves(k0, RMAX)
gamma = (dc + 1j * ds) / (c + 1j * s)
resolvent = E0 * S - H + gamma / 2 * np.outer(edge, edge)
g_var = proj.T @ np.linalg.solve(resolvent, proj.astype(complex))
g0 = outgoing_g(E0)
g_error = np.abs(g_var - g0).max() / np.abs(g0).max()
assert g_error < 1e-5   # finite polynomial basis across the joint at RC

H, S, proj, _ = local_matrices(1)


def box_test(Dm, qm, tmat):
    """Levels in a hard-wall sphere fix the phase shift at those energies."""
    levels = eig(H + proj @ Dm @ proj.T, S + proj @ qm @ proj.T,
                 right=False)
    levels = sorted(z.real for z in levels
                    if abs(z.imag) < 1e-8 and 0.02 < z.real < 3)
    assert len(levels) >= 3
    errors = []
    for e in levels:
        s, _, c, _ = free_waves(np.sqrt(2 * e), RMAX)
        errors.append(abs(wrap(phase(e, Dm - e * qm, tmat)
                               - np.arctan2(-s, c))))
    return levels, max(errors)


levels, box_error = box_test(D, q, closed_t)
assert box_error < 1e-5
one = np.diag([1.0, 0.0])   # keeps one projector: W has no inverse
levels1, box_error1 = box_test(one @ D @ one, one @ q @ one, t_any_rank)
assert box_error1 < 1e-5

# ---- unitarity and equivalent phase formulas -------------------------
W0 = D - E0 * q
t0, S0 = closed_t(E0, W0), s_nonlocal(E0, W0)
dnl0 = np.angle(S0) / 2
tau0, c0 = real_solution(E0)
det_phase = -np.angle(np.linalg.det(I2 - g0 @ W0))
assert abs(abs(S0) - 1) < 1e-9
assert abs(wrap(np.arctan(tau0) - dnl0)) < 1e-9
assert abs(wrap(det_phase - dnl0)) < 1e-9

# ---- norm identity for the logarithmic derivative --------------------
source = (W0 @ c0) @ beta
cu, cv = running @ (source * u0[:NQ]), running @ (source * v0[:NQ])
total_v = w_in @ (source * v0[:NQ])
psi = u0[:NQ] - 2 / k0 * (v0[:NQ] * cu + u0[:NQ] * (total_v - cv))
assert np.allclose(beta @ (w_in * psi), c0, rtol=1e-6, atol=1e-7)
norm_in, norm_q = w_in @ psi ** 2, c0 @ q @ c0
dL = slope(log_derivative, E0, fold=lambda z: z)
lhs = -0.5 * (u0[-2] + tau0 * v0[-2]) ** 2 * dL
assert abs(lhs - norm_in - norm_q) < 1e-4 * (abs(lhs) + 1)

# ---- agreement with the full well at the reference energies ----------
reference_rows = []
for e in map(float, EREF):
    y, dy, d_full = regular_wave(v_full, e)
    l_full, l_us = dy[-2] / y[-2], log_derivative(e)
    assert abs(wrap(phase(e) - d_full)) < 1e-6
    assert abs(l_us - l_full) < 1e-5 * (1 + abs(l_full))
    s_full, s_us = slope(phase_full, e), slope(phase, e)
    frozen = D - e * q
    s_frozen = slope(lambda z: phase(z, frozen), e)
    tau, c = real_solution(e)
    q_part = 2 / np.sqrt(2 * e) * (c @ q @ c) / (1 + tau ** 2)
    assert abs(s_us - s_full) < 1e-3 * (1 + abs(s_full))
    assert abs(s_us - s_frozen - q_part) < 1e-3 * (1 + abs(s_us))
    reference_rows.append((e, l_full, l_us, s_full, s_us, s_frozen, q_part))

# ---- printed numbers --------------------------------------------------


def show(name, m, unit):
    print(f"{name} 11, 12, 22 [{unit}]: "
          + ", ".join(f"{z:.5f}" for z in (m[0, 0], m[0, 1], m[1, 1])))


print(f"l = {L}; well depth {DEPTH} Ha, width {WIDTH} bohr; "
      f"r_c = {RC} bohr")
print(f"reference energies: {EREF[0]}, {EREF[1]} Ha; "
      f"matching/box radius {RMAX} bohr")
print(f"V_loc(0) = {float(v_local(0.0)):.4f} Ha")
show("D", D, "Ha bohr")
show("q", q, "bohr")
s_min = min(1.0, np.linalg.eigvals(
    I2 + q @ ((beta * w_in) @ beta.T)).real.min())
print(f"smallest eigenvalue of overlap operator: {s_min:.5f}")
print(f"asymmetry |D12-D21| before averaging: {asymmetry:.1e} Ha bohr")
print(f"--- worked energy eps = {E0} Ha, k = {k0:.5f} 1/bohr")
print(f"delta_loc = {dloc0:.6f} rad")
print(f"b1, b2 = {b0[0]:.6f}, {b0[1]:.6f} (dimensionless)")
show("W = D - eps q", W0, "Ha bohr")
show("g", g0, "1/(Ha bohr)")
show("t", t0, "Ha bohr")
print(f"b.t.b = {b0 @ t0 @ b0:.6f} Ha bohr")
print(f"S_nl = {S0:.6f}, |S_nl| = {abs(S0):.9f}")
print(f"tan(delta_nl) from real form = {tau0:.6f}")
print(f"delta_nl = {dnl0:.6f} rad")
d_us, d_ae = phase(E0) % np.pi, phase_full(E0) % np.pi
print(f"delta ultrasoft (mod pi) = {d_us:.6f} rad "
      f"= {np.degrees(d_us):.3f} deg")
print(f"delta full well (mod pi) = {d_ae:.6f} rad")
print(f"L(r_c) ultrasoft = {log_derivative(E0):.6f} 1/bohr")
print(f"norm identity: left {lhs:.6f}, integral {norm_in:.6f}, "
      f"c.q.c {norm_q:.6f} bohr")
print("--- phase shifts mod pi: eps [Ha], ultrasoft, full, difference [rad]")
for e in (0.05, 0.1, 0.15, 0.2, 0.25, 0.3, 0.5, 0.75, 1.0, 1.5):
    a, f = phase(e), phase_full(e)
    print(f"{e:5.2f} {a % np.pi:10.6f} {f % np.pi:10.6f} {wrap(a - f):10.2e}")
print("--- reference energies: L in 1/bohr, d(delta)/d(eps) in rad/Ha")
for e, lf, lu, sf, su, sz, qp in reference_rows:
    print(f"eps {e:.1f} Ha: L full {lf:.6f}, L ultrasoft {lu:.6f}")
    print(f"  slope full {sf:.5f}, ultrasoft {su:.5f}, "
          f"frozen W {sz:.5f}, q term {qp:.5f}")
print("--- independent checks")
print(f"g against variational solution, relative error: {g_error:.1e}")
print("box levels [Ha]: " + ", ".join(f"{e:.5f}" for e in levels))
print(f"largest phase error at box levels: {box_error:.1e} rad")
print("one-projector box levels [Ha]: "
      + ", ".join(f"{e:.5f}" for e in levels1))
print(f"largest phase error, singular W: {box_error1:.1e} rad")
print("done: every assertion held")
```

Running it gives:

```
l = 2; well depth 13.0 Ha, width 1.0 bohr; r_c = 1.8 bohr
reference energies: 0.2, 1.0 Ha; matching/box radius 6.0 bohr
V_loc(0) = -4.8310 Ha
D 11, 12, 22 [Ha bohr]: -0.30527, -0.23103, -0.14159
q 11, 12, 22 [bohr]: 0.11062, 0.12153, 0.13164
smallest eigenvalue of overlap operator: 0.92589
asymmetry |D12-D21| before averaging: 8.9e-13 Ha bohr
--- worked energy eps = 0.5 Ha, k = 1.00000 1/bohr
delta_loc = 0.361144 rad
b1, b2 = 1.948294, -1.195789 (dimensionless)
W = D - eps q 11, 12, 22 [Ha bohr]: -0.36058, -0.29179, -0.20742
g 11, 12, 22 [1/(Ha bohr)]: -26.21578-7.59170j, 24.44145+4.65949j, -28.66861-2.85982j
t 11, 12, 22 [Ha bohr]: 0.25330-0.17052j, 0.21648-0.13249j, 0.20026-0.10294j
b.t.b = 0.239144-0.177130j Ha bohr
S_nl = 0.291481-0.956577j, |S_nl| = 1.000000000
tan(delta_nl) from real form = -0.740682
delta_nl = -0.637511 rad
delta ultrasoft (mod pi) = 2.865226 rad = 164.165 deg
delta full well (mod pi) = 2.865231 rad
L(r_c) ultrasoft = -4.236967 1/bohr
norm identity: left 0.375500, integral 0.235581, c.q.c 0.139919 bohr
--- phase shifts mod pi: eps [Ha], ultrasoft, full, difference [rad]
 0.05   0.011340   0.011341  -1.02e-06
 0.10   0.732768   0.733042  -2.74e-04
 0.15   2.967459   2.967461  -1.63e-06
 0.20   2.980138   2.980138  -7.34e-12
 0.25   2.967181   2.967182  -4.25e-07
 0.30   2.948486   2.948487  -1.25e-06
 0.50   2.865226   2.865231  -4.56e-06
 0.75   2.770356   2.770359  -3.64e-06
 1.00   2.690885   2.690885  -4.35e-11
 1.50   2.569789   2.569874  -8.44e-05
--- reference energies: L in 1/bohr, d(delta)/d(eps) in rad/Ha
eps 0.2 Ha: L full -1.239033, L ultrasoft -1.239033
  slope full -0.13677, ultrasoft -0.13677, frozen W -0.48658, q term 0.34981
eps 1.0 Ha: L full 11.732435, L ultrasoft 11.732435
  slope full -0.28907, ultrasoft -0.28907, frozen W -0.47525, q term 0.18617
--- independent checks
g against variational solution, relative error: 1.4e-09
box levels [Ha]: 0.10808, 0.51188, 1.29067, 2.36428
largest phase error at box levels: 5.1e-08 rad
one-projector box levels [Ha]: 0.45464, 1.06533, 1.74667, 2.75189
largest phase error, singular W: 1.2e-09 rad
done: every assertion held
```
